# Coating Beneath an Overhang: Re-emission or Surface Diffusion?: verification in Python

```python
# Result under test: without surface diffusion, the coverage C of a surface
# hidden from the source equals the mean of (1-s)**N. It tends to 1 for small
# sticking probability s and is zero for s = 1.
# N: further wall impacts before escape of a non-sticking molecule launched there.
# C: growth rate divided by that of the open flat surface.
# Cavity: long rectangular trench with an opening centred in its thin ceiling.
# Diffusion comparison: G - lam^2 G'' = arriving flux, lam = diffusion length.
import numpy as np
from scipy.integrate import dblquad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

OPENING, WIDTH, HEIGHT, PANEL = 200.0, 600.0, 200.0, 5.0  # nm


def build_cavity(w, width, height, h):
    """Panel midpoints, wall-to-wall and wall-to-opening probabilities."""
    corners = np.array([[(width - w) / 2, height], [0, height], [0, 0],
                        [width, 0], [width, height],
                        [(width + w) / 2, height]], dtype=float)
    nodes = [corners[0]]
    for a, b in zip(corners[:-1], corners[1:]):
        count = int(round(np.linalg.norm(b - a) / h))
        nodes.extend(a + (b - a) * k / count for k in range(1, count + 1))
    nodes = np.array(nodes)
    start = nodes                          # last panel is the opening
    end = np.vstack([nodes[1:], nodes[:1]])

    def dist(p, q):
        return np.linalg.norm(p[:, None, :] - q[None, :, :], axis=2)

    length = np.linalg.norm(end - start, axis=1)
    strings = (dist(start, start) + dist(end, end)
               - dist(start, end) - dist(end, start))
    view = strings / (2 * length[:, None])
    np.fill_diagonal(view, 0.0)
    middle = (start + end)[:-1] / 2
    return middle, view[:-1, :-1], view[:-1, -1]


def coverage(kernel, direct, s):
    return np.linalg.solve(np.eye(len(direct)) - (1 - s) * kernel, direct)


mid, K, D = build_cavity(OPENING, WIDTH, HEIGHT, PANEL)
under = np.abs(mid[:, 1] - HEIGHT) < 1e-9
floor = np.abs(mid[:, 1]) < 1e-9
perimeter = PANEL * len(D)
assert np.max(np.abs(D[under])) < 1e-12


# Direct flux from the three-dimensional cosine law, by quadrature.
def direct_3d(point, on_floor):
    px, pz = point
    rise = HEIGHT - pz

    def integrand(y, x):
        normal_part = rise if on_floor else x - px
        return normal_part * rise / (np.pi * ((x - px)**2 + y**2 + rise**2)**2)
    left = (WIDTH - OPENING) / 2
    return 2 * dblquad(integrand, left, left + OPENING, 0, np.inf)[0]


i_floor = np.where(floor)[0][floor.sum() // 2]
i_side = np.where((mid[:, 0] < 1e-9))[0][20]
for index, on_floor in ((i_floor, True), (i_side, False)):
    assert abs(direct_3d(mid[index], on_floor) / D[index] - 1) < 1e-3

# Coverage for several sticking probabilities, with mesh refinement.
mid_c, K_c, D_c = build_cavity(OPENING, WIDTH, HEIGHT, 2 * PANEL)
under_c = np.abs(mid_c[:, 1] - HEIGHT) < 1e-9
sticking = [1.0, 0.5, 0.1, 0.01, 0.001]
cover = {s: coverage(K, D, s) for s in sticking}
for s in sticking:
    coarse = coverage(K_c, D_c, s)
    assert abs(coarse[under_c].mean() - cover[s][under].mean()) < 1e-3
assert abs(coverage(K_c, D_c, 0.01)[under_c].min()
           - cover[0.01][under].min()) < 1e-3

# Mean impact number and the bounds on coverage.
mean_hits = np.linalg.solve(np.eye(len(D)) - K, K.sum(axis=1))
for s in sticking[1:]:
    assert np.all(cover[s] >= (1 - s)**mean_hits - 1e-10)
    assert np.all(cover[s][under] <= 1 - s + 1e-10)
tiny = 1e-5
slope = (1 - coverage(K, D, tiny)[under].mean()) / tiny
assert abs(slope / mean_hits[under].mean() - 1) < 1e-3

# Random flights with three-dimensional cosine emission.
rng = np.random.default_rng(12345)


def cosine_emission(n):
    normal = np.sqrt(1 - rng.random(n))
    tangent = np.sqrt(1 - normal**2) * np.cos(2 * np.pi * rng.random(n))
    return normal, tangent


def fly(x, s):
    """Launch downward from the ceiling plane; return impacts and landing."""
    n = len(x)
    hits = np.zeros(n, dtype=int)
    landed_under = np.zeros(n, dtype=bool)
    active = np.arange(n)
    z = np.full(n, HEIGHT)
    normal, dx = cosine_emission(n)
    dz = -normal
    while len(active):
        tx = np.where(dx > 0, WIDTH - x, -x) / dx
        tz = np.where(dz > 0, HEIGHT - z, -z) / dz
        side = tx < tz
        new_x = np.where(side, np.where(dx > 0, WIDTH, 0.0), x + dx * tz)
        new_z = np.where(side, z + dz * tx, np.where(dz > 0, HEIGHT, 0.0))
        top = ~side & (dz > 0)
        escaped = top & (np.abs(new_x - WIDTH / 2) < OPENING / 2)
        hits[active[~escaped]] += 1
        stuck = ~escaped & (rng.random(len(active)) < s)
        landed_under[active[stuck & top]] = True
        normal, tangent = cosine_emission(len(active))
        new_dx = np.where(side, -np.sign(dx) * normal, tangent)
        new_dz = np.where(side, tangent, -np.sign(dz) * normal)
        keep = ~(escaped | stuck)
        active, x, z = active[keep], new_x[keep], new_z[keep]
        dx, dz = new_dx[keep], new_dz[keep]
    return hits, landed_under


def agrees(samples, expected):
    error = np.std(samples) / np.sqrt(len(samples))
    return abs(np.mean(samples) - expected) < 5 * error


flights = 200000
left_lip = (WIDTH - OPENING) / 2
entry = left_lip + OPENING * rng.random(flights)
entry_hits, _ = fly(entry, 0.0)
assert agrees(entry_hits, perimeter / OPENING)
_, landed = fly(entry, 0.1)
expected_landed = 0.1 * PANEL * cover[0.1][under].sum() / OPENING
assert agrees(landed.astype(float), expected_landed)
hidden_start = left_lip * rng.random(flights)   # symmetry: left half suffices
hidden_hits, _ = fly(hidden_start, 0.0)
assert hidden_hits.min() >= 1
assert agrees(hidden_hits, mean_hits[under].mean())
for s in (0.5, 0.1, 0.01):
    assert agrees((1 - s)**hidden_hits, cover[s][under].mean())

# Contributions of successive re-emissions to the hidden surface at s = 0.01.
term, total, partial = D.copy(), D.copy(), {}
for generation in range(1, 51):
    term = 0.99 * (K @ term)
    total = total + term
    partial[generation] = total[under].mean()
for generation in (1, 5, 20):
    sample = np.where(hidden_hits <= generation, 0.99**hidden_hits, 0.0)
    assert agrees(sample, partial[generation])


# Surface diffusion at s = 1, with closed lips or with supply over the lips.
def diffuse(flux, lam, open_lips):
    extra = int(8 * lam / PANEL) if open_lips else 0
    source = np.concatenate([np.ones(extra), flux, np.ones(extra)])
    r = (lam / PANEL)**2
    bands = np.zeros((3, len(source)))
    bands[0, 1:] = bands[2, :-1] = -r
    bands[1] = 1 + 2 * r
    bands[1, 0] = bands[1, -1] = 1 + r
    return solve_banded((1, 1), bands, source)[extra:extra + len(flux)]


target = cover[0.01][under].mean()
lam = brentq(lambda q: diffuse(D, q, True)[under].mean() - target,
             200.0, 50000.0, xtol=1e-3)
opened, closed = diffuse(D, lam, True), diffuse(D, lam, False)
arc = PANEL * (np.arange(len(D)) + 0.5)
green = np.exp(-np.abs(arc[:, None] - arc[None, :]) / lam) / (2 * lam)
assert np.max(np.abs(opened - (1 - PANEL * green @ (1 - D)))) < 1e-3


def cosine_series(q):
    result = np.full(len(D), D.mean())
    for m in range(1, 101):
        mode = np.cos(m * np.pi * arc / perimeter)
        result += 2 * np.mean(D * mode) * mode / (1 + (q * m * np.pi / perimeter)**2)
    return result


for q in (200.0, lam):
    assert np.max(np.abs(diffuse(D, q, False) - cosine_series(q))) < 1e-3
assert abs(closed.mean() - OPENING / perimeter) < 1e-6

# Double every cavity dimension, keeping s or the diffusion length fixed.
mid_2, K_2, D_2 = build_cavity(2 * OPENING, 2 * WIDTH, 2 * HEIGHT, PANEL)
under_2 = np.abs(mid_2[:, 1] - 2 * HEIGHT) < 1e-9
ballistic_2 = coverage(K_2, D_2, 0.01)[under_2].mean()
diffusive_2 = diffuse(D_2, lam, True)[under_2].mean()
assert abs(ballistic_2 - target) < 1e-3
assert diffusive_2 < target - 0.03

print(f"opening width: {OPENING:.0f} nm")
print(f"cavity width: {WIDTH:.0f} nm")
print(f"cavity height: {HEIGHT:.0f} nm")
print(f"panel length: {PANEL:.0f} nm")
print(f"wall perimeter: {perimeter:.0f} nm")
print(f"perimeter / opening: {perimeter / OPENING:.3f} (no unit)")
print(f"simulated impacts per entering molecule, s=0: {entry_hits.mean():.3f}")
print(f"direct coverage, floor centre: {D[i_floor]:.4f} (no unit)")
print("mean coverage (no unit) and captured part of entering flux:")
for s in sticking:
    c = cover[s]
    captured = s * PANEL * c.sum() / OPENING
    print(f"s={s:g}: underside {abs(c[under].mean()):.4f}, "
          f"floor {c[floor].mean():.4f}, captured {captured:.4f}")
print(f"lowest underside coverage, s=0.01: {cover[0.01][under].min():.4f}")
print(f"mean further impacts from underside: {mean_hits[under].mean():.3f}")
print(f"simulated further impacts from underside: {hidden_hits.mean():.3f}")
print(f"simulated underside coverage, s=0.01: {np.mean(0.99**hidden_hits):.4f}")
print(f"simulated underside coverage, s=0.1: {np.mean(0.9**hidden_hits):.4f}")
bound = 0.99**mean_hits[under].mean()
print(f"lower bound on mean underside coverage, s=0.01: {bound:.4f}")
linear = 1 - 0.01 * mean_hits[under].mean()
print(f"linear estimate of underside coverage, s=0.01: {linear:.4f}")
print("underside coverage at s=0.01 from limited re-emissions:")
for generation in (1, 2, 5, 10, 20, 50):
    print(f"up to {generation} re-emissions: {partial[generation]:.4f} (no unit)")
print(f"matching diffusion length, s=1, open lips: {lam:.0f} nm")
print(f"underside coverage, diffusion, open lips: {opened[under].mean():.4f}")
print(f"underside coverage, diffusion, closed lips: {closed[under].mean():.4f}")
print(f"floor coverage, diffusion, closed lips: {closed[floor].mean():.4f}")
print(f"mean interior coverage, closed lips: {closed.mean():.4f}")
print(f"doubled cavity, underside, re-emission s=0.01: {ballistic_2:.4f}")
print(f"doubled cavity, underside, diffusion s=1: {diffusive_2:.4f}")
print("checks complete")
```

Output:

```
opening width: 200 nm
cavity width: 600 nm
cavity height: 200 nm
panel length: 5 nm
wall perimeter: 1400 nm
perimeter / opening: 7.000 (no unit)
simulated impacts per entering molecule, s=0: 7.000
direct coverage, floor centre: 0.4471 (no unit)
mean coverage (no unit) and captured part of entering flux:
s=1: underside 0.0000, floor 0.2740, captured 1.0000
s=0.5: underside 0.1395, floor 0.3324, captured 0.8263
s=0.1: underside 0.5517, floor 0.6398, captured 0.4158
s=0.01: underside 0.9288, floor 0.9424, captured 0.0655
s=0.001: underside 0.9924, floor 0.9939, captured 0.0070
lowest underside coverage, s=0.01: 0.9219
mean further impacts from underside: 7.618
simulated further impacts from underside: 7.610
simulated underside coverage, s=0.01: 0.9289
simulated underside coverage, s=0.1: 0.5517
lower bound on mean underside coverage, s=0.01: 0.9263
linear estimate of underside coverage, s=0.01: 0.9238
underside coverage at s=0.01 from limited re-emissions:
up to 1 re-emissions: 0.2044 (no unit)
up to 2 re-emissions: 0.2583 (no unit)
up to 5 re-emissions: 0.5056 (no unit)
up to 10 re-emissions: 0.7197 (no unit)
up to 20 re-emissions: 0.8785 (no unit)
up to 50 re-emissions: 0.9281 (no unit)
matching diffusion length, s=1, open lips: 7806 nm
underside coverage, diffusion, open lips: 0.9288
underside coverage, diffusion, closed lips: 0.1427
floor coverage, diffusion, closed lips: 0.1430
mean interior coverage, closed lips: 0.1429
doubled cavity, underside, re-emission s=0.01: 0.9288
doubled cavity, underside, diffusion s=1: 0.8678
checks complete
```
